# Hot-Phonon Occupation in a Two-Dimensional Channel: Leading Estimate and First Correction

## 1. What fails if the phonons are kept thermal

A high-field transport calculation that holds the optical phonons at the lattice temperature misjudges the scattering by these phonons when the net number of phonons emitted into each mode within one phonon lifetime is not small compared with $n_0+\tfrac12$, where $n_0$ is the thermal occupation, or, for carriers too slow to emit, compared with $n_0$ itself. In the example below, a phonon of energy 0.05 eV has thermal occupation 0.169 at 300 K. If the emitted phonons fill a disc of wavevectors uniformly, heating by the carriers raises this to about 0.66, and the rate at which this branch scatters a carrier that can emit phonons, and that meets only heated modes, then grows by a factor of 1.73.

A second fault appears when the generation rate is computed with thermal phonons and then used to predict a large excess. Hot phonons are reabsorbed, so the rate falls as the excess grows. The simple estimate is the leading term of an expansion in this feedback, and the first correction shows when it can be trusted.

The data are a generation rate $G=3.1\times10^{24}$ cm$^{-2}$ s$^{-1}$, a lifetime $\tau=5$ ps, and a disc of wavevectors of radius $Q=2\times10^7$ cm$^{-1}$ (0.2 Å$^{-1}$), filled uniformly in one phonon branch. Until Section 4, $G$ means the **net** rate, emission minus reabsorption by carriers, in the state that is actually reached. The lifetime is that of the phonon population against decay into the lattice.

In the algebra $\hbar=m_e=e=1$, and $\theta=k_BT$ is a temperature expressed as an energy. Wavevectors include the factor $2\pi$.

## 2. Counting the modes

Take a square sample of side $L$ and area $A=L^2$. Periodic boundaries require $e^{iq_xL}=e^{iq_yL}=1$, so

$$q_x=\frac{2\pi j}{L},\qquad q_y=\frac{2\pi l}{L},\qquad j,l\ \text{integers}.$$

Each allowed wavevector occupies an area $(2\pi)^2/A$. For a large sample, the number of modes in the disc per unit sample area is therefore

$$M=\frac1A\,\frac{\pi Q^2}{(2\pi)^2/A}=\frac{Q^2}{4\pi}.$$

No spin factor enters, because one phonon branch has one mode at each wavevector.

The finite-size error can be bounded. In the plane of the integers $(j,l)$ the disc has radius $\rho=QL/2\pi$. Put a unit square around each counted point. No point of a square is farther than $1/\sqrt2$ from its centre, so the squares lie inside a disc of radius $\rho+1/\sqrt2$ and cover one of radius $\rho-1/\sqrt2$. The count thus differs from $\pi\rho^2$ by at most $\pi(\sqrt2\rho+1/2)$, a relative error of at most $\sqrt2/\rho+1/(2\rho^2)$. For $L=200$ nm, $\rho\approx64$ and the bound is about 2%.

For the example,

$$M=\frac{(2\times10^7)^2}{4\pi}=3.18\times10^{13}\ \text{cm}^{-2},$$

or 0.00318 Å$^{-2}$. A direct count for a crystal of $1300\times1800$ rectangular cells, each 4.6 Å by 3.3 Å, gives $3.184\times10^{13}$ cm$^{-2}$. The disc must also fit in the Brillouin zone. The nearer zone edge lies at $\pi/4.6=0.68$ Å$^{-1}$, well beyond 0.2 Å$^{-1}$.

## 3. The leading estimate

Let $N$ be the density of excess phonons. With a constant net source and exponential decay,

$$\frac{dN}{dt}=G-\frac N\tau .$$

Multiplying by $e^{t/\tau}$ turns this into $d(Ne^{t/\tau})/dt=Ge^{t/\tau}$. Integration from $N(0)=0$ gives

$$N(t)=G\tau\left(1-e^{-t/\tau}\right).$$

At late times the leading term is $G\tau$, and its correction, relative to that term, is $-e^{-t/\tau}$. One lifetime after switch-on the population has reached $1-e^{-1}=0.632$ of its final value. A simulation of one million random births within one lifetime, with exponentially distributed lives, gave 0.633.

The steady value does not need exponential decay. If $P(a)$ is the probability that a phonon survives to age $a$, those present now were born at rate $G$ and have survived, so

$$N=G\int_0^\infty P(a)\,da=G\tau .$$

The last step is an integration by parts: $\int_0^\infty P\,da=\int_0^\infty a(-dP/da)\,da$, the mean life, provided $aP(a)$ vanishes at large $a$.

Uniform filling shares these phonons equally among $M$ modes per area:

$$\boxed{\Delta n=\frac{G\tau}{M}=\frac{4\pi G\tau}{Q^2}}$$

The numbers are

$$G\tau=3.1\times10^{24}\times5\times10^{-12}=1.55\times10^{13}\ \text{cm}^{-2},\qquad
\Delta n=\frac{1.55}{3.183}=0.487 .$$

Births and deaths simulated on a patch of 100 nm by 100 nm for 2000 ps gave 0.485 with exponential lives and 0.486 with fixed lives of 5 ps.

The total occupation is $n=n_0+\Delta n=0.169+0.487=0.656$, where $n_0$ is the Bose value. Solving $n=1/(e^{\omega/\theta}-1)$ for the temperature gives $\theta=\omega/\ln(1+1/n)$, which corresponds to 627 K.

The result depends strongly on $Q$. If $Q$ is changed by a fraction $\epsilon$,

$$\frac{\Delta n(Q+\epsilon Q)}{\Delta n(Q)}=(1+\epsilon)^{-2}=1-2\epsilon+3\epsilon^2-\dots$$

A radius 10% larger gives 0.40 and one 10% smaller gives 0.60. If $Q$ is known only to 10%, "near 0.5" is as much precision as the result supports.

## 4. Feedback of the hot phonons

**Net rate in one mode.** A transition takes a carrier from energy $E$ to $E'=E-\omega$ and emits a phonon. Let $f$ and $f'$ be the carrier occupations of the two states. Emission is proportional to $(n+1)f(1-f')$ and the reverse absorption to $nf'(1-f)$. Their difference is

$$(n+1)f(1-f')-nf'(1-f)=f(1-f')-n(f'-f),$$

because the terms in $nff'$ cancel. For carriers with a Fermi distribution at temperature $\theta_c$, $f/(1-f)=e^{-(E-\mu)/\theta_c}$, hence

$$f'(1-f)=e^{\omega/\theta_c}f(1-f').$$

Subtracting $f(1-f')$ from both sides gives $f'-f=(e^{\omega/\theta_c}-1)f(1-f')$, or $f(1-f')=N_c(f'-f)$ with $N_c=1/(e^{\omega/\theta_c}-1)$. The net rate is therefore proportional to $(N_c-n)(f'-f)$. Summed over transitions, it becomes

$$\text{net generation in the mode}=\gamma\,(N_c-n),$$

where $\gamma$ is the rate at which the carriers damp the mode. They drive it towards their own temperature, and a positive net rate requires $N_c>n$. With uniform filling, the carriers in the example must therefore be hotter than 627 K.

**The expansion.** Suppose that $\gamma$ is the same throughout the disc and that the carrier temperature is held fixed. Write $R=N_c-n_0$. With thermal phonons the generation rate is $G_0=M\gamma R$. With excess $\Delta n$ it is

$$G=M\gamma(N_c-n_0-\Delta n)=G_0\left(1-\frac{\Delta n}{R}\right).$$

Define $x=G_0\tau/M$, the excess predicted without feedback, and $s=x/R=\gamma\tau$. The steady balance $\Delta n=G\tau/M$ becomes

$$\Delta n=x-s\,\Delta n\quad\Longrightarrow\quad \Delta n=\frac{x}{1+s}.$$

For $s\ll1$,

$$\Delta n=x\,(1-s+\dots)=x-\frac{x^2}{R}+\dots$$

The first correction is negative, since reabsorption lowers the source. The errors follow by division by the full result. The leading term is too large by the fraction $(1+s)-1=s$. The two-term form has relative error $(1-s)(1+s)-1=-s^2$.

**The opposite limit.** For $s\gg1$, insert $x=Rs$:

$$\Delta n=\frac{Rs}{1+s}=\frac{R}{1+1/s}=R\left(1-\frac1s+\dots\right).$$

The mode now comes into equilibrium with the carriers. A longer phonon lifetime changes little, because the excess cannot exceed $R$ in this model.

The feedback also shortens the approach to the steady state. From

$$\frac{d\Delta n}{dt}=\gamma(R-\Delta n)-\frac{\Delta n}{\tau}=\gamma R-\frac{1+s}{\tau}\Delta n,$$

the time constant is $\tau/(1+s)$, whereas a fixed net source gives $\tau$.

**Three meanings of the same rate.** Take carriers at 1000 K, for which $N_c=1.27$ and $R=1.27-0.169=1.10$.

1. If $3.1\times10^{24}$ cm$^{-2}$ s$^{-1}$ is the actual net rate, $\Delta n=0.487$. The feedback is already contained in it and must not be applied again.

2. If it is the net rate computed with thermal phonons, $x=0.487$ and $s=0.487/1.10=0.44$. The first correction gives $0.487(1-0.44)=0.27$, and the full result is $0.487/1.44=0.34$. The two-term form is about 20% below the full result, as $-s^2$ requires, so the expansion is only a rough guide here. At 1500 K, $N_c=2.12$, $R=1.95$ and $s=0.25$. The two-term value 0.365 is then 6% below the full value 0.39.

3. If it is the gross emission rate in the final state, reabsorption must be subtracted. Gross emission per mode is $\gamma N_c(n+1)$, so

$$\frac{\text{net}}{\text{gross}}=\frac{N_c-n}{N_c(n+1)}.$$

Let $x_g=0.487$ be the gross rate per mode times $\tau$. Then $\Delta n=x_g(R-\Delta n)/[N_c(1+n_0+\Delta n)]$, or

$$N_c\Delta n^2+[N_c(1+n_0)+x_g]\Delta n-x_gR=0 .$$

With the 1000 K values this reads $1.27\,\Delta n^2+1.97\,\Delta n-0.536=0$, whose positive root is 0.236. The definition of $G$ therefore changes the answer by a factor of two.

## 5. Is the disc filled uniformly?

To find the shape of the filling, take a parabolic band of mass $m$ and a coupling independent of wavevector. Energy conservation for $\mathbf k\to\mathbf k-\mathbf q$ reads

$$\omega=\frac{k^2-|\mathbf k-\mathbf q|^2}{2m}=\frac{k_\parallel q}{m}-\frac{q^2}{2m}
\quad\Longrightarrow\quad k_\parallel=\frac q2+\frac{m\omega}{q},$$

where $k_\parallel$ is the component of $\mathbf k$ along $\mathbf q$. Changing the variable in the energy delta function to $k_\parallel$ gives a factor $m/q$. The remaining integral runs over the perpendicular component:

$$\gamma(q)\propto\frac mq\int_{-\infty}^{\infty}dk_\perp\,(f'-f).$$

For dilute carriers $f'-f\propto e^{-E'/\theta_c}$, with

$$E'=\frac{(k_\parallel-q)^2+k_\perp^2}{2m}=\frac{(m\omega/q-q/2)^2+k_\perp^2}{2m}.$$

The perpendicular integral is then a Gaussian independent of $q$, and

$$\gamma(q)\propto\frac1q\exp\left[-\frac{(m\omega/q-q/2)^2}{2m\theta_c}\right].$$

The exponential removes very small $q$, where energy conservation demands a very fast carrier. Large $q$ is suppressed by both factors. Setting the derivative of the logarithm to zero and multiplying by $-4m\theta_cq^3$ gives

$$q^4+4m\theta_cq^2-4m^2\omega^2=0,\qquad
q_*^2=2m\left(\sqrt{\theta_c^2+\omega^2}-\theta_c\right).$$

The peak moves to smaller $q$ as the carriers heat up.

Unequal masses $m_x,m_y$ are handled by $\tilde q_i=q_i\sqrt{m/m_i}$ with $m=\sqrt{m_xm_y}$, and the same scaling of $\mathbf k$. This restores a circular band and preserves area, since $m/\sqrt{m_xm_y}=1$. A disc in scaled wavevectors is an ellipse in real ones, with the same $M$. For masses 0.15 and 1.1 its semi-axes are $1.22\times10^7$ and $3.29\times10^7$ cm$^{-1}$.

Each mode obeys the balance of Section 4 separately:

$$\Delta n(q)=R\,\frac{\gamma(q)\tau}{1+\gamma(q)\tau}.$$

For $\gamma\tau\ll1$ the filling copies the shape of $\gamma(q)$. For $\gamma\tau\gg1$ it flattens towards $R$. Uniform filling thus arises where the modes saturate, with first correction $-R/(\gamma\tau)$.

The example lies between these limits. With Fermi statistics, carriers at 1000 K, and the coupling adjusted to keep the net $G$ fixed, the peak damping rate is 0.30 ps$^{-1}$. There $\gamma\tau=1.5$ and $\Delta n=1.10\times1.5/2.5=0.66$. The peak lies at a scaled wavevector of $3.4\times10^6$ cm$^{-1}$, far inside the disc, and the excess falls to 0.17 at the disc edge. About 30% of the excess phonons lie outside, so the mean inside is $0.487\times0.70=0.34$.

At 1500 K, with the same net $G$, the peak moves to $2.9\times10^6$ cm$^{-1}$, in the direction the dilute formula predicts, and rises to 0.76. That formula itself places the peak about 10% higher, at $3.8\times10^6$ and $3.2\times10^6$ cm$^{-1}$ for the two temperatures. The share outside grows to 35%. The uniform estimate gives the right scale but not the occupation of a particular mode.

## 6. Effect on carrier scattering

In a parabolic two-dimensional band the density of states per spin is constant, $m/2\pi$. Take constant coupling, empty final states, a carrier energy above $\omega$, and equal occupation $n$ of all the modes the carrier can reach. Emission then contributes $n+1$ and absorption $n$ with the same prefactor. The scattering rate changes by

$$\frac{2n+1}{2n_0+1}=\frac{2(0.656)+1}{2(0.169)+1}=1.73 .$$

The largest wavevector exchanged by a carrier of wavevector $k$ is $k+\sqrt{k^2+2m\omega}$, reached in absorption. It lies within the uniformly filled disc if $k\le Q/2-m\omega/Q$. In the scaled wavevectors of Section 5, with the masses given there, this means a carrier energy up to about 0.07 eV. At 1000 K only about 12% of the carriers lie between the phonon energy and this limit. This figure is for the equal-area ellipse in real wavevectors. For a disc that is circular in real wavevectors, with the same masses, only about 1% of the carriers can emit and meet only heated modes. A faster carrier also meets thermal modes outside the disc, and its scattering grows by a smaller factor.

The energy loss rate, proportional to $(n+1)-n=1$, does not change for a carrier that meets only equally filled modes and empty final states. With the Fermi occupation at 1000 K included, the loss rate of a 0.06 eV carrier falls by about 11%. Hot phonons therefore randomise its motion more often without cooling it faster. Carriers with less energy than $\omega$, about 40% of them at 1000 K, can only absorb. Their scattering by this branch grows by $n/n_0=3.9$, and at a given carrier temperature the population as a whole cools more slowly. The factor 1.73 concerns scattering by this branch alone and is not a mobility ratio.

## 7. Comparison with a phosphorus channel

The parameters are rough typical values for a single phosphorus layer on oxide: phonon energy 0.05 eV, the two masses above, a gap of 1.5 eV and $5\times10^{12}$ carriers per cm$^2$. The carrier temperatures are model choices. If one branch receives all the power,

$$G\omega=1.55\times10^{23}\ \text{eV cm}^{-2}\,\text{s}^{-1},$$

or about 25 kW/cm$^2$. At a field of 0.03 MV/cm, the drift velocity that supplies this power is

$$v=\frac{1.55\times10^{23}}{5\times10^{12}\times3\times10^4}=1.03\times10^6\ \text{cm/s},$$

with a current of 83 µA/µm. The ratio $v/F=34$ cm$^2$/Vs describes the high-field state and is not a low-field mobility.

This ratio also limits what the example can say about a real channel. In a simple relaxation-time picture it requires a momentum relaxation time of 2.9 fs if the field lies along the light-mass direction, or 22 fs along the heavy one. That is about 340 or 46 scattering events per ps, if each event randomises the direction of motion. With the coupling found in Section 5 for carriers at 1000 K, the heated branch supplies at most about 5 per ps. Other scattering, for example by impurities, must then dominate, and heating this branch changes the total scattering rate by a few percent at most. The corresponding level widths, 0.22 and 0.03 eV, are not small compared with the phonon energy. The first also exceeds the thermal energy, 0.086 eV at 1000 K, and the mean free path would be shorter than the inverse of a thermal wavevector. The relaxation-time picture then fails, so the light-mass figures show only that the assumed power, field and density do not describe ordinary band transport along that direction. The profiles of Section 5, which assume sharp energy conservation, therefore illustrate the filling in a cleaner channel and do not predict it for this one.

The assumption of a single branch is a strong one. Even one layer has four atoms per cell and hence nine optical branches, and a thicker film has more. Two branches sharing the phonons equally, at the same total $G$ and $\tau$, would each have an excess of 0.24.

The lattice also warms. If the heated area is much wider than the oxide is thick, heat flows straight down through it. With the thermal resistance of the interfaces and the substrate left out, 300 nm of oxide with conductivity 1.4 W/(m K) gives

$$\Delta T=\frac{2.48\times10^8\times3\times10^{-7}}{1.4}=53\ \text{K}.$$

Under a channel only 200 nm long, heat also spreads sideways in the oxide, and the rise is roughly half as large. The value of 53 K is kept below as a lower estimate for a wide channel.

Suppose the phonon decays into two phonons of half its energy, each with thermal occupation $N_h$. Decay minus the reverse process is proportional to

$$n(1+N_h)^2-(n+1)N_h^2=(1+2N_h)n-N_h^2=(1+2N_h)(n-n_0).$$

The last step uses $(1+N_h)/N_h=e^{\omega/2\theta}$, which gives $N_h^2/(1+2N_h)=1/(e^{\omega/\theta}-1)=n_0$. The decay rate thus scales as $1+2N_h$, and warming by 53 K shortens the lifetime from 5 to 4.3 ps. The excess falls to 0.42 while $n_0$ rises to 0.24. The total, 0.66, barely moves, because the two changes nearly cancel for these numbers.

Some further effects can be estimated:

- With an assumed group velocity of 1 nm/ps, a phonon travels 5 nm in its lifetime, 2.5% of a 200 nm channel.
- The drift of the carriers shifts their distribution by 0.7% of $Q$ along the light-mass direction, or about 3% of its thermal width at 1000 K. Along the heavy-mass direction the shift is 5% of $Q$, or about 9% of the thermal width.
- At 1000 K the band-bottom occupation is 0.29, so Pauli blocking is modest. It is included in the profiles of Section 5.
- In the thermal model at 1000 K, a fraction of about $3\times10^{-8}$ of the carriers has energy above the gap, so little impact ionisation is expected. At 1500 K the fraction is about $10^{-5}$.
- The tunnelling exponent for a triangular barrier, $\tfrac43\sqrt{2m_x}\,E_g^{3/2}/F$, is about 1600. A symmetric two-band dispersion in the gap lowers it to about 950, and interband tunnelling is still negligible in a uniform field of this size.

Of the effects examined here, the meaning of $G$, the number of branches that share it, and the region of wavevectors that is filled change the answer most. When the net $G$ is fixed, an error in the lifetime enters the total number of excess phonons and the uniform estimate in proportion. The occupation of the most strongly driven modes changes less, because it cannot exceed $R$: in the model of Section 5 at 1000 K, doubling $\tau$ raises the peak from 0.66 to 0.90 and the mean inside the disc from 0.34 to 0.60.

## Computed values

```
Net phonon generation G: 3.1e+24 cm^-2 s^-1
Phonon lifetime: 5 ps
Disc radius Q: 2e+07 cm^-1
Disc radius Q, converted: 0.2 angstrom^-1
Mode density: 3.183e+13 cm^-2
Mode density, converted: 0.003183 angstrom^-2
Mode density counted on lattice: 3.184e+13 cm^-2
Excess phonon density: 1.55e+13 cm^-2
EXCESS OCCUPATION: 0.4869
Simulated excess, exponential lives: 0.4852
Simulated excess, fixed lives: 0.4863
Fraction of steady value after one lifetime: 0.6327
Excess if Q is 10% larger: 0.402
Excess if Q is 10% smaller: 0.601
Phonon energy: 0.05 eV
Lattice temperature: 300 K
Thermal occupation: 0.169
Total occupation: 0.6559
Equivalent phonon temperature: 626.6 K
Scattering factor hot/thermal phonons: 1.73
Carrier density: 5e+12 cm^-2
Field: 0.03 MV/cm
Power density: 2.48e+04 W/cm^2
Required drift velocity: 1.03e+06 cm/s
Velocity/field: 34.4 cm2/Vs
Sheet current: 82.8 uA/um
Light and heavy masses: light: 0.15 m_e
Light and heavy masses: heavy: 1.1 m_e
Equal-area ellipse, light semi-axis: 1.22e+07 cm^-1
Equal-area ellipse, heavy semi-axis: 3.29e+07 cm^-1
Non-uniform filling, carriers at 1000 K:
  carrier-bath phonon occupation: 1.27
  peak excess: 0.662
  scaled wavevector of peak: 3.4e+06 cm^-1
  excess at disc edge: 0.172
  mean excess inside disc: 0.342
  share of phonons outside disc: 0.297
  phonon-weighted excess: 0.304
  required peak damping rate: 0.301 ps^-1
Non-uniform filling, carriers at 1500 K:
  carrier-bath phonon occupation: 2.12
  peak excess: 0.764
  scaled wavevector of peak: 2.9e+06 cm^-1
  excess at disc edge: 0.153
  mean excess inside disc: 0.318
  share of phonons outside disc: 0.348
  phonon-weighted excess: 0.282
  required peak damping rate: 0.129 ps^-1
Excess if G is gross, carriers at 1000 K: 0.236
Oxide thickness: 300 nm
Oxide thermal conductivity: 1.4 W/(m K)
Lattice heating through oxide: 53.2 K
Thermal occupation, heated lattice: 0.24
Lifetime, heated lattice: 4.33 ps
Excess, heated lattice: 0.422
Excess shared by two equal branches: 0.243
Drift wavevector / Q: 0.0067
Band-bottom filling at 1000 K: 0.29
Phonon flight / 200 nm channel: 0.025
Carrier fraction above 1.5 eV gap energy: 3.3e-08
Interband tunnelling exponent: 1.62e+03
```
